# Does a grounded gate screen the repulsion of vertical dipoles?

**The argument under review.** Interlayer excitons in a semiconductor bilayer, each with its electron in one layer and its hole in the other, are trapped a short distance above a grounded graphite gate. The argument runs as follows. A grounded metal screens charges: seen from far along the surface, a charge and its image nearly cancel. A dipole consists of charges. Therefore the gate suppresses the repulsion between distant excitons, and moving it closer is a way to switch that repulsion off.

The first premise is correct, and so is the second. The conclusion does not follow from them. The analysis below starts from the screened interaction of charges that the argument itself relies on.

## What the screened interaction gives

The algebra uses atomic units, in which two unit charges at distance $r$ in vacuum have energy $1/r$. The metal is a perfect conductor filling $z<0$, its surface is held at zero potential, and no voltage is applied. The dipoles are fixed: neither their size nor their direction responds to the field. "Without metal" means the same pair in the same surroundings with the metal removed.

A charge $q$ at height $z'$ is joined by an image $-q$ at $-z'$. The sum of the two potentials vanishes on the plane and at infinity, and above the plane it has the right source. It is the only such solution: the difference of two solutions would have no source above the plane and would vanish on its whole boundary, and a harmonic function takes its largest and smallest values on the boundary.

The potential at height $z$ and lateral distance $R$, per unit charge, is therefore

$$G(z,z')=\frac{1}{\sqrt{R^2+(z-z')^2}}-\frac{1}{\sqrt{R^2+(z+z')^2}} .$$

For $R\gg z,z'$, use $1/\sqrt{R^2+h^2}\approx 1/R-h^2/(2R^3)$. The terms $1/R$ cancel, which leaves

$$G\approx\frac{(z+z')^2-(z-z')^2}{2R^3}=\frac{2zz'}{R^3}.$$

For two equal charges at height $d$ this is $2d^2/R^3$ instead of $1/R$, a reduction by the factor $2d^2/R^2$. So far the argument is right.

Now add up the charges of two dipoles. With $\sum_i q_i=0$ and $\sum_i q_iz_i=p$ for each,

$$\sum_{i\in1}\sum_{j\in2}q_iq_j\frac{2z_iz_j}{R^3}=\frac{2}{R^3}\Big(\sum_{i\in1} q_iz_i\Big)\Big(\sum_{j\in2} q_jz_j\Big)=\frac{2p^2}{R^3}.$$

Without the metal there is only the first term of $G$. Its expansion is $1/R-(z^2+z'^2-2zz')/(2R^3)$. The parts that do not contain both $z$ and $z'$ drop out because each dipole is neutral, and $zz'/R^3$ remains. The energy is then $p^2/R^3$. The metal has doubled it.

The mistake is now visible. The metal removes the term $1/R$, but a neutral dipole never used that term. What a vertical dipole uses is the dependence on height, and the image doubles the part proportional to $zz'$.

## The energy at any distance

One point of bookkeeping could spoil the factor of two: energies of induced charge carry a factor one half. The total energy is half the sum of charge times potential. The surface charge of the metal sits at zero potential and contributes nothing, so

$$W=\frac12\sum_i q_i\Big[\sum_{j\ne i}\frac{q_j}{r_{ij}}-\sum_j\frac{q_j}{r'_{ij}}\Big],$$

where $r'_{ij}$ is the distance from charge $i$ to the image of charge $j$. Subtract the energies of each dipole alone above the metal. What remains are the terms with $i$ in one dipole and $j$ in the other. Each such pair occurs twice, and $r'_{ij}=r'_{ji}$, so the half is cancelled:

$$U=\sum_{i\in1}\sum_{j\in2}q_iq_j\,G(z_i,z_j).$$

Let each dipole consist of charges $\pm q$ at heights $d\pm s/2$, with $p=qs$. For small $s$ the sum over one dipole is $p$ times a derivative with respect to height, hence $U=p^2\,\partial_z\partial_{z'}G$ at $z=z'=d$. The first term of $G$ gives

$$\partial_z\partial_{z'}\frac{1}{\sqrt{R^2+(z-z')^2}}\bigg|_{z=z'}=\frac1{R^3}.$$

For the second, write $S=R^2+(z+z')^2$. Then $\partial_{z'}S^{-1/2}=-(z+z')S^{-3/2}$, and

$$\partial_z\partial_{z'}S^{-1/2}=-S^{-3/2}+3(z+z')^2S^{-5/2}=\frac{8d^2-R^2}{(R^2+4d^2)^{5/2}} .$$

This term enters $G$ with a minus sign, so

$$U(R)=\frac{p^2}{R^3}+p^2\,\frac{R^2-8d^2}{(R^2+4d^2)^{5/2}} .$$

The second term is the energy of one dipole with the image of the other. Mirroring turns a vertical dipole over, and the change of sign of the charges turns it back, so the image is parallel to the original. For $R\gg d$ the dipole and the image lie side by side, where parallel dipoles repel. For small $R$ they stand nearly one above the other, where parallel dipoles attract.

With $x=d/R$, the ratio to the energy without metal is

$$\frac{U}{p^2/R^3}=1+\frac{1-8x^2}{(1+4x^2)^{5/2}}\approx1+(1-8x^2)(1-10x^2)\approx2-18x^2 .$$

The lateral force $F=-\partial U/\partial R$, at fixed $d$ and $p$, follows from the product rule. With $S=R^2+4d^2$ the image part is

$$-p^2\,\frac{2R\,S-5R(R^2-8d^2)}{S^{7/2}}=\frac{3p^2R(R^2-16d^2)}{S^{7/2}},$$

while the direct part is $3p^2/R^4$. Their sum divided by the direct part is

$$\frac{F}{3p^2/R^4}=1+\frac{1-16x^2}{(1+4x^2)^{7/2}}\approx2-30x^2 .$$

Both energy and force double at large separation, the force more slowly.

## Where the argument would be right

**Close pairs.** The image part of the energy is negative for $R<2\sqrt2\,d$, and the image part of the force is attractive for $R<4d$. Summing over explicit charges of nearly point-like dipoles places the two crossovers at $R/d=2.828$ and $4.000$. Between them the metal raises the pair energy but weakens the push. In the opposite limit, $R\ll d$, the image part tends to the constant $-p^2/(4d^3)$, which is negligible beside $p^2/R^3$, and the ratio returns to one.

**In-plane dipoles.** Mirroring leaves an in-plane dipole as it is, and the change of sign of the charges reverses it. For two parallel in-plane dipoles perpendicular to the line joining them, both the real dipole and the reversed image are seen side by side, so the energy is $p^2[R^{-3}-(R^2+4d^2)^{-3/2}]$. The ratio is $1-(1+4x^2)^{-3/2}\approx6x^2$. At $R=10d$ it is 0.057, and for like charges it is 0.019. Both are strongly screened, while vertical dipoles at the same place have the ratio 1.83.

**A uniform layer.** If dipoles are spread at random with areal density $n$, without correlations, the mean-field shift of one dipole by its neighbours is $n\int U\,2\pi R\,dR$. For dipoles of finite length with charges at $z_\pm=d\pm s/2$, the image part of this integral is

$$-2\pi q^2\Big[\sqrt{R^2+4z_+^2}+\sqrt{R^2+4z_-^2}-2\sqrt{R^2+4d^2}\Big]_0^\infty .$$

The bracket vanishes at infinity. At $R=0$ it is $2z_++2z_--4d=0$. The strengthening at long range is paid for in full at short range, and the metal leaves this shift unchanged. The doubling therefore matters for dipoles that are kept apart.

**A second gate.** If another grounded plane lies at height $L$, the potential must vanish on both planes. It is then a sum of terms $\sin(n\pi z/L)$, $n=1,2,\dots$, each of which decays laterally as $e^{-n\pi R/L}$ apart from a power of $R$. For $R\gg L$ the repulsion is exponentially small, and the argument under review reaches the right conclusion. The doubling belongs to a single plane.

## Numbers for trapped excitons

Take charge separation $s=0.6$ nm, height $d=2$ nm and lateral distance $R=20$ nm. These are rough values for interlayer excitons above a gate with a thin boron nitride spacer, although a spacer this thin is at the low end. With $e^2/(4\pi\varepsilon_0)=1440$ meV nm, the energy in vacuum without metal is

$$\frac{1440\times0.6^2}{20^3}\ \text{meV}=0.065\ \text{meV}.$$

At $x=0.1$ the ratio is $1+0.92/1.04^{5/2}=1.83$, so the metal raises the energy to 0.119 meV, or $4.4\times10^{-6}$ hartree. At $R=40$ nm the ratio is 1.96. At 8 nm, which is $4d$, the energy is still raised by a factor 1.29 while the force is unchanged. At 4 nm the energy ratio is 0.82.

A much larger energy is easily confused with this one. Each dipole is attracted by its own image. Here the factor one half stays, and setting $R=0$ in the image term gives $-\tfrac12\,p^2\,8d^2/(2d)^5=-p^2/(8d^3)$. With the finite charge separation it amounts to $-8.3$ meV, some 70 times the pair energy. It does not depend on $R$, so it pulls the dipole towards the metal but exerts no lateral force.

## What a real device changes

**The surroundings.** The largest change in the energy itself comes from the dielectric. Let it fill the space above the metal, and all of space in the comparison without metal, with permittivity $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ along the normal. In the stretched height $\zeta=\gamma z$, $\gamma=\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$, the equation $\varepsilon_\parallel\nabla_\parallel^2\phi+\varepsilon_\perp\partial_z^2\phi=-4\pi\rho$ becomes isotropic. Since $\delta(z)=\gamma\,\delta(\zeta)$, a charge has the potential $q\gamma/(\varepsilon_\parallel r)=q/(\sqrt{\varepsilon_\parallel\varepsilon_\perp}\,r)$, with $r$ measured in stretched coordinates. All heights and the dipole length thus grow by $\gamma$, and energies are divided by $\sqrt{\varepsilon_\parallel\varepsilon_\perp}$. For rough values 7 and 3.5, the energies without and with metal fall to 0.026 and 0.044 meV, and the ratio at 20 nm is 1.69. The limit of two is unchanged, but the energy crossover moves out to $2\sqrt2\,\gamma d=8$ nm.

**The gate.** A field of lateral wave number $k$ enters a Thomas-Fermi metal with screening length $\lambda$ as $e^{\kappa z}$, $\kappa^2=k^2+\lambda^{-2}$. Matching potential and slope to $e^{kz}+a\,e^{-kz}$ outside gives $1+a=t$ and $k(1-a)=\kappa t$, hence $a=-(\kappa-k)/(\kappa+k)\approx-e^{-2k\lambda}$ for $k\lambda\ll1$. The image term, which contains $e^{-k(z+z')}$, behaves as if $d$ were $d+\lambda$. With $\lambda=0.5$ nm, in vacuum, the ratio drops from 1.83 to 1.75.

In the dielectric the penetration counts for more. The slopes are then weighted by the permittivities, $\varepsilon_\perp$ outside and a background value $\varepsilon_g$ inside the gate, and the same matching replaces $d$ by $d+\varepsilon_\perp\lambda/\varepsilon_g$ at long wavelengths. For $\varepsilon_g=1$ this turns 2 nm into 3.75 nm. The energy crossover moves from 8 to about 15 nm, and the ratio at 20 nm falls to 1.24 by this replacement, or 1.25 with the matching kept at all wave numbers. A larger $\varepsilon_g$ weakens the effect: $\varepsilon_g=3$ puts the crossover at 10 nm for the same $\lambda$, and at 12 nm if $\lambda$ grows as $\sqrt{\varepsilon_g}$, as it does at a fixed density of states. The limit of two remains, but it is reached only at larger distances.

**The excitons.** Suppose each has a lateral spread $\sigma=1.5$ nm along each axis. The relative position then has variance $2\sigma^2$ per axis, and averaging $R^{-3}$ adds $\sigma^2\nabla^2R^{-3}=9\sigma^2/R^5$, about 5 % of the vacuum energy. With the metal the gain is similar, and the ratio becomes 1.82.

The two semiconductor layers are themselves polarizable in the plane. A layer of polarizability $\chi$ responds to a potential of wave number $k$ with the charge $-\chi k^2\phi$, which fades at long wavelengths. This is why it should not alter the limit. With $2\pi\chi=4$ nm for each layer, the dielectric above and the same lateral spread, the ratio is 1.75 at 20 nm and 2.0005 at 200 nm. The last value lies slightly above two, so in this fuller model two is the limit but not an upper bound.

**Temperature and leakage.** At 4 K the thermal energy is 0.34 meV, larger than the pair energy at $R=20$ nm in every variant above, so at this distance a single pair repulsion cannot hold the excitons in place. For an exciton of one electron mass the thermal wavelength is 37 nm, more than $R$. Free excitons would overlap as quantum waves, and the picture of fixed dipoles requires traps.

A carrier can also tunnel to the gate. Through the 1.7 nm between the lower charge and the metal, with a barrier of 2.5 eV and half an electron mass, the factor $\exp(-2w\sqrt{2mV}/\hbar)$ is $3.5\times10^{-9}$. At $10^{14}$ attempts per second this gives a lifetime of about 3 µs. All these inputs are rough and the width stands in an exponent, so the lifetime can be wrong by more than an order of magnitude: a change of 0.3 nm in the width alone alters it about thirtyfold. The 1.7 nm is measured from the middle of the lower semiconductor layer, so the true barrier is thinner; for 1.4 nm the estimate drops to about 0.1 µs. Other losses to the gate, such as energy transfer, are not included. The field at the metal directly below a dipole is 4.5 MV/cm in vacuum, below a rough breakdown field of 10 MV/cm for the spacer. This compares the field at the metal only: for point charges the field grows without bound towards the charge, and the lateral spread of a real exciton has to be included there.

## Verdict

The proposal to switch off the repulsion by bringing one gate closer should be withdrawn for distant vertical dipoles at fixed separation. Above an ideal gate, and without lateral spread or polarizability of the layers, the gate raises their pair energy for all $R>2\sqrt2\,\gamma d$, and a smaller $d$ brings the ratio nearer to two. In a real device the crossover lies further out, roughly where $d$ is replaced by $d+\varepsilon_\perp\lambda/\varepsilon_g$, and the layers and the lateral spread move it outward again: with the values above, from 8 to 10 nm for an ideal gate and from 15 to about 16 nm for $\varepsilon_g=1$. The conclusion is safe only well beyond that distance. To suppress the coupling of distant dipoles, the design needs a second grounded plane with a gap well below $R$ (in the dielectric, $\gamma L\ll R$), or dipoles that lie in the plane, whose coupling above one gate falls as $p^2d^2/R^5$ with a factor that depends on their direction; the second route is not open to interlayer excitons, whose permanent dipole points along the stacking direction. The numerical output below lists most of the values used here; those for gate penetration in the dielectric follow from the replacement of $d$ given above.

## Values computed for the example and the checks

```
charge separation s = 0.6 nm, height d = 2.0 nm
lateral distance R = 20.0 nm, temperature = 4.0 K
e^2/(4 pi eps0) = 1439.96 meV nm
R (nm), energy ratio, force ratio (point dipoles):
      4  0.8232  0.7348
      8  1.2862  1.0000
     20  1.8341  1.7323
     40  1.9559  1.9271
    100  1.9928  1.9881
energy crossover R/d = 2.828 (from charges)
force crossover R/d = 4.000 (from charges)
R/d = 10, like charges: ratio = 0.0194
R/d = 10, in-plane dipoles: ratio = 0.0571
pair energy, vacuum = 0.06475 meV
pair energy, metal = 0.11878 meV
  the same = 4.365e-06 hartree
ratio with finite dipole length = 1.8342
own-image energy per dipole = -8.286 meV
plane integral, vacuum = 10855 meV nm^2
plane integral, metal = 10854 meV nm^2
Neglected effects at the same R:
cloud width = 1.5 nm: vacuum 0.06828 meV
  with metal 0.12424 meV, ratio 1.8195
gate screening length = 0.5 nm: ratio 1.7520
permittivity in plane 7.0, normal 3.5
  dielectric, no metal = 0.02615 meV
  dielectric, metal = 0.04428 meV
  ratio = 1.6936
layer screening length = 4.0 nm each (cloud included)
  layers, no metal = 0.02857 meV
  layers, metal = 0.05007 meV
  ratio = 1.7522
  ratio at 200 nm = 2.0005
thermal energy = 0.345 meV
exciton mass = 1.0 m_e: wavelength 37.3 nm
tunnel barrier = 2.5 eV, mass = 0.5 m_e
  spacer width = 1.7 nm, transmission 3.5e-09
  attempt rate = 1e+14 1/s, lifetime 2.9 us
field at metal below dipole (vacuum) = 4.52 MV/cm
rough spacer breakdown field = 10 MV/cm
```
